# Total energy and orbital energy of helium with one exponential orbital

**Setting.** A helium atom has a fixed point nucleus of charge 2. Its two electrons, of opposite spin, share the real, normalised orbital

$$\phi(r)=\sqrt{\frac{\zeta^3}{\pi}}\,e^{-\zeta r},\qquad \zeta>0 .$$

The state is a single Slater determinant, and relativity is left out. Hartree atomic units are used: energies are in hartree, lengths in bohr, and $\zeta$ in inverse bohr. The integral

$$\int_0^\infty r^n e^{-\beta r}\,dr=\frac{n!}{\beta^{n+1}}$$

may be used freely.

Calculations with exact exchange deliver both a total energy and a set of orbital energies. The question asks how each responds when the orbital is slightly wrong.

## (a) One-electron energy

**Question.** Find the kinetic energy and the nuclear attraction energy of one electron in $\phi$.

**Answer.** The probability of finding the electron between $r$ and $r+dr$ is $4\pi r^2\phi^2dr=4\zeta^3r^2e^{-2\zeta r}dr$. Its integral is $4\zeta^3\cdot 2/(2\zeta)^3=1$, so the orbital is normalised.

Integration by parts turns the kinetic energy into an integral of the squared gradient; the surface term vanishes because $\phi$ decays exponentially. Since $d\phi/dr=-\zeta\phi$,

$$t=\frac12\int|\nabla\phi|^2d^3r=\frac{\zeta^2}{2}\int\phi^2d^3r=\frac{\zeta^2}{2}.$$

The attraction to the nucleus is

$$-2\int\frac{\phi^2}{r}\,d^3r=-2\cdot4\zeta^3\int_0^\infty r\,e^{-2\zeta r}dr=-2\cdot\frac{4\zeta^3}{4\zeta^2}=-2\zeta .$$

The one-electron energy is therefore

$$h(\zeta)=\frac{\zeta^2}{2}-2\zeta .$$

## (b) Repulsion between the electrons

**Question.** Find the electrostatic potential $v(r)$ of one electron's charge cloud, counted as positive for repulsion, and the mutual repulsion $J$ of two such clouds.

**Answer.** In a spherical cloud, charge inside radius $r$ acts as if it sat at the centre, and a shell at $s>r$ contributes the constant potential $1/s$ per unit charge. Hence

$$v(r)=\frac1r\int_0^r4\zeta^3s^2e^{-2\zeta s}ds+\int_r^\infty4\zeta^3s\,e^{-2\zeta s}ds .$$

Repeated integration by parts gives the two integrals:

$$\int_0^r4\zeta^3s^2e^{-2\zeta s}ds=1-e^{-2\zeta r}\left(2\zeta^2r^2+2\zeta r+1\right),$$

$$\int_r^\infty4\zeta^3s\,e^{-2\zeta s}ds=e^{-2\zeta r}\left(2\zeta^2r+\zeta\right).$$

After the first is divided by $r$ and the second added, the terms in $2\zeta^2r$ cancel and $-2\zeta+\zeta=-\zeta$ remains:

$$v(r)=\frac1r-e^{-2\zeta r}\left(\zeta+\frac1r\right).$$

Far away this is the potential $1/r$ of a unit charge. At the nucleus, expanding the exponential gives the finite value $v(0)=2\zeta-\zeta=\zeta$.

The repulsion is the average of $v$ over the second cloud:

$$J=4\zeta^3\left[\int_0^\infty re^{-2\zeta r}dr-\zeta\int_0^\infty r^2e^{-4\zeta r}dr-\int_0^\infty re^{-4\zeta r}dr\right]$$

$$=4\zeta^3\left[\frac{1}{4\zeta^2}-\frac{1}{32\zeta^2}-\frac{1}{16\zeta^2}\right]=4\zeta\cdot\frac{5}{32}=\frac{5\zeta}{8}.$$

## (c) Exact exchange and the two energies

**Question.** Write the Hartree and exchange energies in terms of $J$. Find the total energy $E(\zeta)$ and the orbital energy $\varepsilon(\zeta)=\langle\phi|F|\phi\rangle$, where the Fock operator $F$ is built from the same $\phi$. Locate the minimum $\zeta_0$ of $E$, and expand both energies in $\delta=\zeta-\zeta_0$.

**Answer.** The electron density is $2\phi^2$. Its classical self-energy, with the factor $\tfrac12$ that avoids double counting, is

$$E_{\rm H}=\frac12\cdot2\cdot2\,J=2J .$$

This includes the repulsion of each electron with itself, $J/2$ per electron. With one electron of each spin, exchange acts only within a spin channel and removes just this self-repulsion, so $E_{\rm x}=-J$. What remains is $2J-J=J$, the repulsion of one electron with the other. Thus

$$E=2h+J=\zeta^2-4\zeta+\frac{5\zeta}{8}=\zeta^2-\frac{27}{8}\zeta .$$

The Fock operator contains the one-electron operator, the Hartree potential $2v$, and minus the exchange operator $K$. Acting on the occupied orbital,

$$(K\phi)(\mathbf r)=\phi(\mathbf r)\int\frac{\phi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r'=v(r)\,\phi(\mathbf r).$$

Hence $F\phi$ contains $2v-v=v$, and

$$\varepsilon=h+J=\frac{\zeta^2}{2}-2\zeta+\frac{5\zeta}{8}=\frac{\zeta^2}{2}-\frac{11}{8}\zeta .$$

Completing the square in $E$ gives

$$E=\left(\zeta-\frac{27}{16}\right)^2-\left(\frac{27}{16}\right)^2 .$$

The minimum is at $\zeta_0=27/16=1.6875$, and

$$\boxed{E(\zeta_0+\delta)=-\left(\frac{27}{16}\right)^2+\delta^2 .}$$

There is no cubic or higher term, because kinetic energy scales as $\zeta^2$ and every Coulomb energy as $\zeta$.

For the orbital energy, insert $\zeta=\zeta_0+\delta$ and collect powers:

$$\varepsilon=\left(\frac{\zeta_0^2}{2}-\frac{11}{8}\zeta_0\right)+\left(\zeta_0-\frac{11}{8}\right)\delta+\frac{\delta^2}{2}.$$

The constant is $729/512-1188/512=-459/512$. The linear coefficient is $27/16-22/16=5/16$. So

$$\boxed{\varepsilon(\zeta_0+\delta)=-\frac{459}{512}+\frac{5}{16}\,\delta+\frac{\delta^2}{2}.}$$

At $\delta=0$ the total energy is $-2.847656$ hartree ($-77.489$ eV) and the orbital energy is $-0.896484$ hartree ($-24.395$ eV). The slope $5/16=0.3125$ is in hartree per inverse bohr of exponent error.

## (d) Where the slope comes from

**Question.** The minimum condition removes the linear term from $E$. Explain why it leaves one in $\varepsilon$, first by separating the trial orbital from the Fock operator, then by considering ionisation. Does the slope depend on the nuclear charge?

**Answer.** Let the trial orbital have exponent $a$, and let the Fock operator be built from an orbital of exponent $b$. Write $J(a,b)$ for the repulsion between the two clouds. The expectation value is

$$\varepsilon(a;b)=h(a)+J(a,b).$$

Here the exchange operator has been replaced by $v$, as in part (c). For $a\ne b$ this is a choice of operator: the frozen operator is the one-electron operator plus the local potential $v$ of the $b$ cloud.

Repulsion is mutual, so $J(a,b)=J(b,a)$, and the two partial derivatives are equal at $a=b$. Their sum is the derivative of $J(\zeta,\zeta)=5\zeta/8$. Each is therefore $5/16$.

Now vary one exponent at a time at $\zeta_0$. With the operator frozen,

$$\frac{\partial\varepsilon}{\partial a}=h'(\zeta_0)+\frac5{16}=\left(\frac{27}{16}-2\right)+\frac5{16}=0 .$$

With the trial orbital frozen and the operator changed,

$$\frac{\partial\varepsilon}{\partial b}=\frac{5}{16}.$$

To first order, the whole shift is thus due to the changed potential of the other electron. A larger exponent contracts that electron's cloud and raises the repulsion felt by the first.

The total energy escapes this because $E=2h+J$ has the derivative $2(h'+5/16)$, which is twice the frozen-operator derivative and vanishes with it.

For ionisation, remove one electron and leave the other in the same orbital. The ion then has energy $h$, and

$$E-h=(2h+J)-h=h+J=\varepsilon .$$

So $-\varepsilon$ is the ionisation energy at frozen orbital. The atom's energy is stationary at $\zeta_0$, but the ion's is not:

$$h(\zeta)=\frac12(\zeta-2)^2-2,\qquad h'(\zeta_0)=-\frac5{16}.$$

The ion prefers $\zeta=2$, so a small increase of $\zeta$ lowers its energy at first order while the atom's energy does not move. The difference $\varepsilon=E-h$ therefore rises with slope $5/16$.

For a two-electron ion of nuclear charge $Z$, the one-electron energy becomes $\zeta^2/2-Z\zeta$. Then

$$E=\zeta^2-\left(2Z-\frac58\right)\zeta,\qquad \zeta_0=Z-\frac5{16},$$

$$\varepsilon'(\zeta_0)=\zeta_0-Z+\frac58=\frac5{16}.$$

Within this one-exponential model the slope does not depend on $Z$. The nuclear charge moves the minimum, whereas the slope is set by the repulsion between the electrons.

## (e) Size of the errors

**Question.** Take $\delta=0.05$. Find the changes of the kinetic, attraction and repulsion energies, of $E$, and of $\varepsilon$. For which $\delta$ is the orbital energy changed more than the total energy? What orbital-energy error can accompany a total-energy error of $10^{-6}$ hartree?

**Answer.** The exponent is $1.7375$. For the two electrons together,

$$\Delta T=2\zeta_0\delta+\delta^2=0.168750+0.002500=0.171250,$$

$$\Delta V_{\rm nuc}=-4\delta=-0.200000,\qquad \Delta J=\frac58\delta=0.031250 .$$

Their sum is $\Delta E=0.002500$ hartree, or $0.0680$ eV. Each part changes by far more than the sum; the linear parts $0.168750-0.200000+0.031250$ cancel. The exchange energy $-J$ on its own changes by $-0.031250$ hartree, so it has no protection from the minimum condition either.

The orbital energy changes by

$$\Delta\varepsilon=0.3125\times0.05+\frac{0.05^2}{2}=0.015625+0.001250=0.016875\ \text{hartree},$$

or $0.4592$ eV. That is $6.75$ times the change in total energy. An exponent error of about 3% of $\zeta_0$ thus costs less than $0.1$ eV in one quantity and nearly half an electronvolt in the other.

Other errors, of both signs, give:

| $\delta$ (1/bohr) | $\Delta E$ (hartree) | $\Delta\varepsilon$ (hartree) |
|---|---|---|
| −0.10 | 0.010000 | −0.026250 |
| −0.01 | 0.000100 | −0.003075 |
| +0.01 | 0.000100 | +0.003175 |
| +0.10 | 0.010000 | +0.036250 |

The total energy rises either way. The change in the orbital energy has the same sign as $\delta$ in this table, and its quadratic term makes the two sides unequal.

For the range, divide $|\Delta\varepsilon|>\Delta E$ by $|\delta|$ (with $\delta\neq0$) and square:

$$\left(\frac5{16}+\frac\delta2\right)^2>\delta^2
\quad\Longleftrightarrow\quad
\left(\frac5{16}-\frac\delta2\right)\left(\frac5{16}+\frac{3\delta}2\right)>0 .$$

The product is positive between its roots, so the condition is

$$-\frac5{24}<\delta<\frac58,\qquad\delta\ne0 .$$

Outside this range the quadratic terms win, and the total energy is changed at least as much.

For small errors, $|\delta|=\sqrt{\Delta E}$ gives

$$|\Delta\varepsilon|\approx\frac5{16}\sqrt{\Delta E}.$$

With $\Delta E=10^{-6}$ hartree, $|\delta|=10^{-3}$ and $|\Delta\varepsilon|\approx3.1\times10^{-4}$ hartree, about three hundred times the error in the total energy. Reducing the total-energy error a hundredfold reduces the orbital-energy error only tenfold.

## (f) Can one minimise the orbital energy instead?

**Question.** Find the minimum of $\varepsilon(\zeta)$ and say whether it is a better estimate of the orbital energy.

**Answer.** Setting $\varepsilon'=\zeta-11/8=0$ gives $\zeta=11/8=1.375$, where

$$\varepsilon=-\frac12\left(\frac{11}{8}\right)^2=-\frac{121}{128}=-0.945312\ \text{hartree}.$$

This is not a better estimate. The exponent error is $\delta=-5/16$, so the total energy lies $(5/16)^2=0.097656$ hartree above its minimum. The variational principle for a lowest eigenvalue applies to a fixed operator, while here the operator changes along with the orbital. Since $\varepsilon=h+J$ counts the one-electron energy only once, minimising it rewards a diffuse cloud for repelling the other electron less, but leaves out the rise in one-electron energy of the electron that forms the cloud.

A Hartree-Fock calculation in the larger Gaussian basis cc-pVQZ, with 30 functions, gives the orbital energy $-0.91785$ hartree; the next larger basis, cc-pV5Z, lowers it by only $7\times10^{-5}$ hartree. The value $-0.945312$ lies below it. A lower orbital energy is therefore no sign of a better orbital.

## (g) Limits of the model

**Question.** Is $\phi$ at $\zeta_0$ a solution of the Hartree-Fock equation? Compare the model with larger calculations and with the real atom, and say what carries over to exact-exchange calculations on materials.

**Answer.** An eigenfunction of $F$ would make $F\phi/\phi$ the same at every radius. From $\nabla^2\phi=(\zeta^2-2\zeta/r)\phi$,

$$\frac{F\phi}{\phi}=-\frac{\zeta^2}{2}+\frac{\zeta-2}{r}+v(r).$$

At $\zeta_0$ this is $-0.7309$ hartree at $r=0.5$ bohr and $-1.0826$ hartree at $r=2$ bohr. So $\phi$ is not an eigenfunction. It is the best orbital of its shape, and $\varepsilon$ is the one eigenvalue of the Fock matrix in a basis consisting of $\phi$ alone.

The cc-pVQZ Hartree-Fock total energy is $-2.86151$ hartree. The single exponential lies $0.01386$ hartree above this calculation in total energy and $0.02136$ hartree above it in orbital energy; in a complete basis both differences would be larger by $1$ to $2\times10^{-4}$ hartree. Both differences arise because the orbital has the wrong shape. No choice of $\zeta$ removes the one in the total energy. A smaller $\zeta$ could bring $\varepsilon$ down to the reference value, but only by raising the total energy. The rule of part (e) does not describe these shape errors: put into it, $0.01386$ hartree would give about $0.037$ hartree, not $0.02136$. The coefficient $5/16$ belongs to exponent errors.

The real atom also has electron correlation. Full configuration interaction for the two electrons in the same basis gives $-2.90241$ hartree, so correlation contributes $-0.04090$ hartree there. In cc-pV5Z the total energy is $7\times10^{-4}$ hartree lower and the correlation part is $-0.04153$ hartree. Smaller effects can be sized roughly with the model orbital. Its wrong shape near the nucleus makes the two relativistic terms below too small: a Hartree-Fock orbital gives about $-7\times10^{-4}$ hartree for the mass-velocity term and $+6\times10^{-4}$ hartree for the Darwin term.

- Nuclear recoil, estimated as $|E|$ divided by the nuclear mass in electron masses, is $3.9\times10^{-4}$ hartree.
- The relativistic mass-velocity term, $-\alpha^2\langle p^4\rangle/8$ per electron with $\alpha$ the fine-structure constant, totals about $-5\times10^{-4}$ hartree.
- The one-electron Darwin term, $\alpha^2\pi\phi(0)^2$ per electron for $Z=2$, totals about $+5\times10^{-4}$ hartree and cancels most of it.

The frozen-orbital ionisation energy, $24.4$ eV, is close to the measured value of roughly 25 eV. This owes much to cancellation. Letting the ion relax to $\zeta=2$ lowers it by $\tfrac12(5/16)^2=0.0488$ hartree and so reduces the ionisation energy. The missing shape and correlation energies of the atom, $0.0139+0.0409=0.0548$ hartree, increase it by a similar amount. The sum is

$$0.8965-0.0488+0.0548=0.9025\ \text{hartree},$$

which is the difference between the ion's energy, $-2$, and the configuration-interaction energy, up to rounding.

For materials, the general part of the argument carries over. In a self-consistent Hartree-Fock calculation the total energy is stationary, so a small orbital error enters it at second order. The Fock operator depends on the occupied orbitals, and its eigenvalues can shift at first order. When levels or band gaps are the goal, they should be converged in their own right, because a converged total energy does not guarantee them. The square-root rule of part (e) is not an estimate of basis-set error, however: for helium, going from cc-pVQZ to cc-pV5Z lowers the Hartree-Fock total energy by $1.1\times10^{-4}$ hartree and the orbital energy by only $0.7\times10^{-4}$ hartree. The number $5/16$ does not carry over, and this model with its single occupied level cannot say how far the errors of two levels cancel in a gap.
